# Why plane-wave forces need not sum to zero: the exchange-correlation grid

**Question**

My understanding was that plane-wave forces must sum to zero. The basis functions do not move with the atoms, so there are no Pulay terms, and a periodic system has no preferred origin, so moving all atoms together should cost nothing. Yet a tightly converged calculation gives me a small net force, and it changes when I change the FFT grid at fixed cutoff. The grid is large enough to hold the density without aliasing. Is this a bug or poor convergence, or is the belief wrong? If it is wrong, what fixes the size of the net force, and how fast does it go away with grid density?

**Answer**

The belief is wrong in one specific place. The basis is translation invariant, but the energy the code evaluates is not, because the exchange-correlation integral is replaced by a sum over grid points that stay where they are. The forces are still exact gradients of that energy, and their sum is the slope of the energy under a rigid shift. A one-dimensional model shows all of this in closed form.

### Model and Kohn-Sham matrix

Take a periodic cell of length \(L\), doubly occupied orbitals at the Γ point with a gap above them, and local potentials only. With \(G_m = 2\pi m/L\),

\[ \psi_i(x) = L^{-1/2}\sum_{|m|\le M} c_{im}\,e^{iG_m x}, \qquad n(x) = 2\sum_i|\psi_i|^2 = \sum_{|q|\le 2M}\hat n_q\,e^{iG_q x}, \qquad \hat n_q = \frac{2}{L}\sum_{i,m} c_{i,m+q}\,\bar c_{im}. \]

A bar is complex conjugation, and \(\hat g_q = L^{-1}\int_0^L g\,e^{-iG_qx}dx\) for any periodic \(g\). The density stops at \(|q| = 2M\) because it is a product of two sums that stop at \(M\). The energy is

\[ E = 2\sum_{i,m}\frac{\hbar^2G_m^2}{2m_e}|c_{im}|^2 + L\sum_{I,q}\overline{\hat v_{I,q}}\,\hat n_q + \frac{L}{2}\sum_q \tilde w_q|\hat n_q|^2 + E_{\rm ion} + \frac{L}{N}\sum_{j=0}^{N-1} f(n(x_j)). \]

Here \(\hat v_{I,q}\propto e^{-iG_qR_I}\) is the potential of ion \(I\) at \(R_I\), \(\tilde w_q = \tilde w_{-q}\) is the Fourier transform of the electron-electron interaction, and \(E_{\rm ion}\) depends only on differences of positions. The first four terms are exact. The last, \(E_{xc}^N\), replaces \(\int f(n)\,dx\) by a sum over \(x_j = jL/N\); write \(v = df/dn\) and \(v_j = v(n(x_j))\).

Differentiate with respect to \(\bar c_{im}\), using \(\partial\hat n_q/\partial\bar c_{im} = (2/L)c_{i,m+q}\). The ionic term gives \(2\sum_q\overline{\hat v_{I,q}}\,c_{i,m+q} = 2\sum_{m'}\hat v_{I,m-m'}c_{im'}\), because a real potential has \(\overline{\hat v_q} = \hat v_{-q}\). The Hartree term, written with \(|\hat n_q|^2 = \hat n_q\hat n_{-q}\), gives two equal contributions that cancel the factor \(1/2\), so it acts as a potential \(\hat v^H_q = \tilde w_q\hat n_q\). For the grid term, \(\partial n(x_j)/\partial\bar c_{im} = (2/L)\sum_{m'}e^{-i(G_m-G_{m'})x_j}c_{im'}\), so its derivative is \(2\sum_{m'}\hat v^{xc}_{m-m'}c_{im'}\) with

\[ \hat v^{xc}_q = \frac1N\sum_j v_j\,e^{-iG_qx_j}. \]

This is the discrete Fourier transform of \(v_j\), the quantity an FFT delivers. Stationarity under orthonormality, with the occupied orbitals rotated so that the Lagrange multipliers are diagonal, reads \(\partial E/\partial\bar c_i = 2Hc_i = 2\varepsilon_ic_i\), where \(H_{mm'} = (\hbar^2G_m^2/2m_e)\delta_{mm'} + \hat v_{m-m'}\) and \(\hat v\) is the sum of the ionic, Hartree and xc parts.

It follows that any first-order change \(\delta c\) that keeps the orbitals normalized leaves \(E\) unchanged: \(\delta E = \sum_i 2\varepsilon_i(\delta c_i^\dagger c_i + c_i^\dagger\delta c_i) = \sum_i 2\varepsilon_i\,\delta(c_i^\dagger c_i) = 0\). Only the explicit dependence on \(R_I\) survives, and since \(\overline{\hat v_{I,q}}\propto e^{+iG_qR_I}\),

\[ F_I = -\frac{dE}{dR_I} = -L\sum_q iG_q\,\overline{\hat v_{I,q}}\,\hat n_q - \frac{\partial E_{\rm ion}}{\partial R_I}. \]

There is no Pulay term, for any \(N\). That half of the belief is right.

### The sum of the forces

Move every ion by \(s\) and replace \(c_{im}\) by \(c_{im}e^{-iG_ms}\). This stays inside the basis and preserves orthonormality. Since \(G_{m+q}-G_m = G_q\), it turns \(\hat n_q\) into \(\hat n_qe^{-iG_qs}\), which is \(n(x-s)\). The kinetic and Hartree terms contain only moduli and do not change. In the ionic term the new phase \(e^{+iG_qs}\) of \(\overline{\hat v_{I,q}}\) cancels that of \(\hat n_q\). \(E_{\rm ion}\) is unchanged. Calling these four terms \(E_0\),

\[ E(R+s,\,c\,e^{-iGs}) = E_0(R,c) + \frac LN\sum_j f(n(x_j-s)). \]

Differentiate at \(s=0\) with \(c\) self-consistent. On the left the change of \(c\) contributes nothing, by stationarity, and the change of positions gives \(-\sum_IF_I\). On the right the chain rule gives \(-(L/N)\sum_jv_j\,n'(x_j)\). Therefore

\[ \sum_I F_I = \frac LN\sum_{j}v_j\,n'(x_j) = \frac LN\sum_j\frac{d}{dx}f(n(x))\Big|_{x_j}. \]

With an integral in place of the sum, the right side would be \(f(n(L))-f(n(0)) = 0\). A grid sum of a derivative has no such reason to vanish.

A second derivation separates this effect from poor convergence. Let the \(c_i\) be eigenvectors of an \(H\) built from some input density \(n_{\rm in}\), and let \(n\) be the output density. For the diagonal matrix \(\mathsf G\) with entries \(G_m\), \(c_i^\dagger(\mathsf GH-H\mathsf G)c_i = (\varepsilon_i-\varepsilon_i)\,c_i^\dagger\mathsf Gc_i = 0\). The commutator has elements \(G_{m-m'}\hat v_{m-m'}\), the kinetic part dropping out. Summing over \(i\), setting \(q = m-m'\) and using \(\sum_{i,m}c_{i,m-q}\bar c_{im} = (L/2)\hat n_{-q} = (L/2)\overline{\hat n_q}\) gives \(\sum_qG_q\hat v_q\overline{\hat n_q} = 0\), and its conjugate is \(\sum_qG_q\overline{\hat v_q}\,\hat n_q = 0\). So the ionic part of this sum is minus the Hartree-xc part. The ion-ion forces cancel in pairs, and the force formula summed over \(I\) becomes

\[ \sum_IF_I = L\sum_q iG_q\,\overline{\hat v^{Hxc}_q[n_{\rm in}]}\;\hat n_q . \]

At self-consistency the Hartree part is \(L\sum_q iG_q\tilde w_q|\hat n_q|^2\), odd in \(q\) and so zero. The xc part, with \(\overline{\hat v^{xc}_q} = N^{-1}\sum_jv_je^{iG_qx_j}\) and \(n'(x_j) = \sum_qiG_q\hat n_qe^{iG_qx_j}\), is the earlier result. Away from self-consistency the potential is built from \(n_{\rm in}\ne n\), neither argument applies, and in general both parts are nonzero however fine the grid. They still vanish in special cases: for a uniform \(n_{\rm in}\) and \(N>2M\) only \(q=0\) contributes, where \(G_q=0\), and a mirror shared by structure, grid and both densities also cancels them.

### Aliasing and the egg-box energy

Assume \(n(x)>0\) everywhere, so that \(f(n(x))\) is smooth and its Fourier series \(\sum_k\hat f_ke^{iG_kx}\) may be differentiated term by term. The geometric sum \(N^{-1}\sum_je^{2\pi ikj/N}\) is 1 when \(N\) divides \(k\), and otherwise it is \(N^{-1}(e^{2\pi ik}-1)/(e^{2\pi ik/N}-1) = 0\). Hence

\[ \frac LN\sum_jf(n(x_j-s)) = L\sum_{k}\hat f_{kN}\,e^{-iG_{kN}s}, \qquad \sum_IF_I = L\sum_{k\ne0}iG_{kN}\,\hat f_{kN}. \]

The \(k=0\) term is the exact integral; the rest is grid error. The grid must resolve \(f(n(x))\), not merely \(n(x)\). A grid with \(N\ge4M+1\) holds the \(4M+1\) coefficients of \(n\) exactly and still misses components of \(f(n)\).

Let \(E(s)\) be the self-consistent energy with all ions shifted by \(s\). A shift by \(L/N\) only relabels the grid points, so \(E(s)\) has period \(L/N\) exactly, and the drift \(-dE/ds\) averages to zero over a period as long as the solution follows \(s\) smoothly. Treat the grid error as a small addition to the exact-integral functional, whose energy is \(E_\infty\). By stationarity the relaxation of the orbitals enters only at second order, so to first order in the grid error, and keeping \(k=\pm1\) with \(\hat f_{-N} = \overline{\hat f_N}\),

\[ E(s)\approx E_\infty+2\,{\rm Re}\big[L\hat f_Ne^{-iG_Ns}\big], \qquad \sum_IF_I(s)\approx-2G_N\,{\rm Im}\big[L\hat f_Ne^{-iG_Ns}\big], \]

where \({\rm Re}(iz) = -{\rm Im}\,z\) was used. The drift oscillates with amplitude \(2LG_N|\hat f_N|\). A half-spacing shift has \(G_Ns = \pi\) and reverses it; a quarter-spacing shift turns sine into cosine, so the root sum of squares of the drifts at \(s=0\) and \(s=L/4N\) measures the amplitude. The force amplitude is \(G_N\) times the energy amplitude, which is why a net force can be visible when the energy looks converged.

### When the sum does vanish

If \(f\) is a polynomial of degree \(p\), then \(f(n)\) is a product of at most \(p\) sums that stop at \(2M\), and \(\hat f_k = 0\) for \(|k|>2pM\). The drift is then exactly zero for \(N>2pM\). For \(p=2\) this is the condition \(N\ge4M+1\), and it is sharp: \(f=-\gamma n^2\) has \(\hat f_{4M} = -\gamma\hat n_{2M}^2\), which a grid with \(N=4M\) aliases. The same counting shows that \(4M+1\) points integrate \(n\) times any potential truncated at \(2M\) exactly, so on such a grid the Hartree and local ionic terms could be done in real space without harm. A cubic \(f\) needs \(N\ge6M+1\), and \(n^{4/3}\) has in general no finite bound.

The sum also vanishes by symmetry. Suppose the structure has a mirror at \(x=c\), the self-consistent density shares it, and \(2c\) is a multiple of \(L/N\), that is, \(c\) lies on a grid point or midway between two. Then \(x\to2c-x\) permutes the grid points, \(v(n)\) is even and \(n'\) is odd about \(c\), so the sum equals its own negative. A symmetric test structure placed this way on the grid in use shows no drift, however coarse that grid is.

### Decay with grid density

For \(f=-Bn^\alpha\), \(\alpha=4/3\), the tail of \(\hat f_k\) is set by the complex zeros of \(n\). Put \(w=e^{2\pi ix/L}\), \(K=2M\), \(n(w) = \sum_q\hat n_qw^q\), and assume \(\hat n_K\neq0\). Then \(w^Kn(w)\) is a polynomial of degree \(2K\). Because \(\overline{\hat n_q} = \hat n_{-q}\), one has \(\overline{n(1/\bar w)} = n(w)\), so zeros come in pairs \(a_l\), \(1/\bar a_l\). Since \(n>0\) on \(|w|=1\), exactly \(K\) of them have \(|a_l|<1\). Writing \(w-a_l = w(1-a_l/w)\) and \(w-1/\bar a_l = -(1-\bar a_lw)/\bar a_l\),

\[ n = C\prod_{l=1}^K\Big(1-\frac{a_l}{w}\Big)(1-\bar a_lw). \]

On the unit circle each pair of factors is \(|1-a_l/w|^2\), so \(C>0\), and raising each factor to the power \(\alpha\) on its principal branch reproduces \(n^\alpha\). Outside the circle the only singularities are cuts where \(\bar a_lw\) is real and at least 1, which run radially outward from \(w_l = 1/\bar a_l\). Assume simple zeros on distinct rays.

The coefficient is \(\hat f_k = (2\pi i)^{-1}\oint f\,w^{-k-1}dw\). Push the contour outward. At large \(|w|\), \(f\) grows as \(|w|^{K\alpha}\), so the far circle vanishes for \(k>K\alpha\), and one integral around each cut remains. Along cut \(j\) the factor \(w^{-k-1}\) falls off within a distance of order \(|w_j|/k\) of the branch point. There \(f = g_j(w)(1-\bar a_jw)^\alpha\) with \(g_j\) analytic, and \(w-w_j = -w_j(1-\bar a_jw)\) gives

\[ f\approx g_j(w_j)(1-\bar a_jw)^\alpha-w_j\,g_j'(w_j)(1-\bar a_jw)^{\alpha+1}. \]

For the function \((1-\bar a_jw)^\beta\) alone, the same deformation shows that for \(k>\beta\) its cut integral equals its Taylor coefficient \(\binom\beta k(-\bar a_j)^k\). From \(\binom\beta k = \beta(\beta-1)\cdots(\beta-k+1)/k!\), the ratio \(\binom{\alpha+1}k/\binom\alpha k\) is \((\alpha+1)/(\alpha+1-k)\), all other factors cancelling. So, as the first two terms of an asymptotic series in \(1/k\),

\[ \hat f_k\approx\sum_jg_j(w_j)\binom\alpha k(-\bar a_j)^k\left[1-w_j\frac{g_j'}{g_j}\,\frac{\alpha+1}{\alpha+1-k}\right], \]

\[ \frac{g_j'}{g_j} = \alpha\left[\sum_l\frac{a_l/w_j^2}{1-a_l/w_j}-\sum_{l\ne j}\frac{\bar a_l}{1-\bar a_lw_j}\right], \]

the second line being the logarithmic derivative of the remaining factors. Moving the sign into each factor, \((-1)^k\binom\alpha k = (-\alpha)(1-\alpha)\cdots(k-1-\alpha)/k! = \Gamma(k-\alpha)/[\Gamma(-\alpha)\Gamma(k+1)]\), which by Stirling's formula falls as \(k^{-\alpha-1}\). A zero at complex position \(x+iy\) has \(|a| = e^{-2\pi y/L}\), so \(|a|^N = e^{-G_Ny}\). With \(y_0\) the distance of the nearest zero from the real axis, and one power of \(N\) from \(G_N\),

\[ 2LG_N|\hat f_N|\;\propto\;N^{-4/3}e^{-G_Ny_0}\qquad(N\to\infty). \]

The law needs one zero to dominate; several at similar distance add with different phases. If \(n\) touches zero on the real axis, \(y_0=0\), the exponential factor is gone and this derivation no longer applies.

### Numbers

The numerical check solves a model with round parameters, in nm, aJ and nN = aJ/nm: \(L=0.6\) nm, \(M=5\) (cutoff 16.7 aJ), four electrons, Gaussian wells of depth 6 and 4 aJ and width 0.05 nm at 0.17 and 0.42 nm, and Gaussian electron-electron (1 aJ) and ion-ion (2 aJ) repulsions of width 0.1 nm. The periodic Gaussian of height \(V\) and width \(\sigma\) has coefficients \((V\sigma\sqrt{2\pi}/L)\,e^{-G_q^2\sigma^2/2-iG_qR}\). The functional is Dirac exchange, with energy density \(-\tfrac34(3/\pi)^{1/3}\,(e^2/4\pi\varepsilon_0)\,\rho^{4/3}\). For a wire of cross-section \(A\), put \(\rho=n/A\) and multiply by \(A\) to get energy per length:

\[ B=\tfrac34\Big(\frac3\pi\Big)^{1/3}\frac{e^2}{4\pi\varepsilon_0}A^{-1/3} = 0.73856\times0.230708\times0.04^{-1/3} = 0.49823\ {\rm aJ\,nm^{1/3}}. \]

This serves as a non-polynomial local functional of reasonable size, not as a description of a real wire. Digits below are kept only as far as the cancellations require. The gap is 2.06 aJ and the density lies between 0.082 and 20.9 nm⁻¹, so the assumptions hold.

On \(N=4M+1=21\) points the forces are \(F_1=-5.96012728\) nN and \(F_2=+5.96008459\) nN, and the program asserts that each matches a finite difference of \(E\) within \(10^{-7}\) nN. Their sum is \(-4.269\times10^{-5}\) nN, or \(-2.66\times10^{-5}\) eV/Å. The finite difference \(-dE/ds\), the grid formula and the alias sum give the same value to the six printed figures.

The coefficient is \(L\hat f_{21} = (-1.3055+0.9682\,i)\times10^{-7}\) aJ, against \((-1.3047+0.9682\,i)\times10^{-7}\) aJ extracted from \(E(s)\) at eight shifts. With \(G_{21}=219.911\) nm⁻¹ the first harmonic predicts an energy error \(2\times(-1.3055\times10^{-7}) = -2.61\times10^{-7}\) aJ, as found relative to \(N=200\); an amplitude \(2\times219.911\times1.6253\times10^{-7} = 7.15\times10^{-5}\) nN, measured as \(7.14\times10^{-5}\) nN (\(4.46\times10^{-5}\) eV/Å, or \(1.2\times10^{-5}\) of \(|F_1|\)); and a drift \(-2\times219.911\times9.6816\times10^{-8} = -4.258\times10^{-5}\) nN. The last differs from the full value because even harmonics do not reverse under a half-spacing shift. The drift there is \(+4.24784\times10^{-5}\) nN, so the reversing part is \((-4.26926-4.24784)/2 = -4.2586\) in units of \(10^{-5}\) nN, matching the prediction, and the remainder is \((-4.26926+4.24784)/2 = -0.0107\). Periodicity, the sign reversal and the zero mean are asserted; the printed mean is \(-1.9\times10^{-13}\) nN, which is numerical noise.

The third column below uses the zeros of the \(N=21\) density.

| \(N\) | measured amplitude (nN) | from zeros (nN) |
|---|---|---|
| 16 | 8.07e-4 | 7.83e-4 |
| 21 | 7.14e-5 | 6.02e-5 |
| 24 | 3.89e-5 | 3.87e-5 |
| 28 | 8.89e-6 | 8.65e-6 |
| 32 | 2.28e-6 | 2.22e-6 |
| 40 | 2.01e-7 | 2.00e-7 |
| 48 | 1.83e-8 | 1.82e-8 |
| 64 | 1.61e-10 | 1.61e-10 |

At every \(N\) the program asserts that the summed forces equal the grid formula and the alias sum within \(2\times10^{-10}\) nN; at \(N=64\) the drift is below that tolerance, so the test has no force there. The zero formula is asserted at \(k=224\) to 226 against a 50-digit quadrature, where its error relative to the norm of the three reference coefficients is 2.2% at leading order and 0.026% with the correction. The third column is a comparison, not a test.

The nearest zeros have \(|a|=0.76444\) and \(0.67669\), that is \(y=0.0257\) and \(0.0373\) nm. From \(N=48\) to 64 the one-zero law predicts a ratio \(0.76444^{16}\times(48/64)^{4/3} = 0.01360\times0.681 = 9.3\times10^{-3}\); the measured ratio is \(1.606\times10^{-10}/1.826\times10^{-8} = 8.8\times10^{-3}\), about 5% below the prediction. At small \(N\) the decay is uneven: a factor 11 from 16 to 21 but only 1.8 from 21 to 24, and at \(N=21\) the zero formula is 16% below the measured amplitude, its worst row. The one-zero law is asymptotic and should not be used to extrapolate from such small \(N\).

The controls are all asserted, with \(10^{-9}\) nN as the threshold for zero. For \(f=-0.03\,n^2\) (coefficient in aJ nm) the amplitude is \(2.7\times10^{-5}\) nN at \(N=20\) and noise at 21. For \(f=-0.001\,n^3\) (aJ nm²) it is \(5.8\times10^{-3}\) nN at 21 and noise at 31. Two equal 5 aJ wells 0.25 nm apart, on 21 points, show noise when centred on a grid point or midway and \(1.1\times10^{-4}\) nN a quarter spacing off. On 200 points the converged drift is noise, but stopping after three self-consistency steps gives \(-4.86\times10^{-2}\) nN, equal to the input-potential formula and some 680 times the \(N=21\) amplitude.

### What to do about it

The two causes can be told apart. The part of the drift that comes from incomplete self-consistency goes to zero as the cycle converges, though not necessarily at every step. The grid part remains. It repeats under a rigid shift by one grid spacing and, where the first harmonic dominates, nearly reverses under half a spacing. Its amplitude falls over a sufficiently large refinement of the grid at fixed cutoff, but it can rise from one \(N\) to the next. A structure that repeats within the cell needs extra care: with period \(L/2\), \(E(s)\) repeats under shifts by both \(L/2\) and \(L/N\). For odd \(N\), \(L/2 = \tfrac{N-1}{2}\,L/N + L/2N\), so \(E(s)\) has period \(L/2N\): there is no first harmonic, a half-spacing shift repeats the drift instead of reversing it, and only grids of the same parity should be compared.

Subtracting the mean force hides the symptom. For two ions let \(S=(R_1+R_2)/2\) and \(u=R_2-R_1\). The chain rule gives \(F_1=-\tfrac12\partial_SE+\partial_uE\) and \(F_2=-\tfrac12\partial_SE-\partial_uE\), so the corrected forces are \(\pm\partial_uE\). They are the gradient of \(E\) at fixed \(S\), but they are the gradient of a function of both variables only if \(\partial_S\partial_uE=0\), which fails when \(\hat f_N\) depends on \(u\). The internal force still depends on where the pair sits on the grid. In the example the error of \(F_1\) relative to the \(N=200\) value \(-5.96010181\) nN is \(-2.5\times10^{-5}\) nN; subtracting half the drift gives \(-5.96012728+0.00002135 = -5.96010593\) nN, still \(-4\times10^{-6}\) nN off. A denser grid for the xc term acts on the cause: for \(n>0\) and a single nearest zero the drift amplitude falls asymptotically as \(N^{-4/3}e^{-G_Ny_0}\), although for \(n^{4/3}\) a finite grid does not in general make it vanish identically.

Besides stationarity and a basis in which the orbitals can follow the shift, the argument used only that one term of \(E\) is a grid sum of a nonlinear function of something that translates with the atoms. It therefore carries over, direction by direction, to three dimensions, to gradient-dependent functionals, and to core densities placed on the grid, provided each \(F_I\) then includes the extra term from the explicit dependence of the core density on \(R_I\). The size of the drift in those cases depends on their own Fourier tails and was not computed here.

## Numbers as computed

```
hbar^2/2m = 0.0061043 aJ nm^2, e^2/(4 pi eps0) = 0.230708 aJ nm
L = 0.6 nm, M = 5, G_max = 52.360 1/nm, E_cut = 16.735 aJ
wells 6.0, 4.0 aJ, width 0.05 nm, at 0.17, 0.42 nm
e-e 1.0 aJ, ion-ion 2.0 aJ, width 0.1 nm, A = 0.04 nm^2
B = 0.498227 aJ nm^(1/3)
N0 = 21, spacing = 0.02857 nm, G_N0 = 219.911 1/nm
E = -12.697840106 aJ, gap = 2.0564 aJ
density min = 0.08218 1/nm, max = 20.9328 1/nm
F1 = -5.96012728 nN (finite difference -5.96012728 nN)
F2 = 5.96008459 nN (finite difference 5.96008459 nN)
drift F1+F2 = -4.26926e-05 nN = -2.6647e-05 eV/A
-dE/ds finite difference = -4.26926e-05 nN
grid formula = -4.26926e-05 nN
alias sum = -4.26926e-05 nN
drift amplitude = 7.1439e-05 nN = 4.4588e-05 eV/A
amplitude/|F1| = 1.199e-05
E harmonic measured = -1.3047e-07 +9.6824e-08i aJ
L fhat_N0 = -1.3055e-07 +9.6816e-08i aJ, modulus 1.6253e-07 aJ
E(s=spacing)-E(0) = 2.8e-14 aJ
drift at half spacing = 4.24784e-05 nN, mean over period = -1.9e-13 nN
largest |a| = 0.76444, 0.67669, 0.54128
their distances y = 0.02565, 0.03729, 0.05862 nm
k = 224: |fhat| quadrature = 2.1640e-33, zeros = 2.1638e-33 aJ/nm
relative error of zero formula: leading 0.0224, corrected 0.00026
N, drift, measured amp, 2 L G|fhat_N|, amp from zeros (nN), E-E(N=200) (aJ)
 16 -4.052e-04 8.069e-04 8.086e-04 7.828e-04 -4.18e-06
 21 -4.269e-05 7.144e-05 7.149e-05 6.016e-05 -2.61e-07
 24 -2.339e-05 3.890e-05 3.891e-05 3.865e-05 -1.24e-07
 28 -6.357e-06 8.885e-06 8.885e-06 8.654e-06 -2.12e-08
 32 -1.972e-06 2.275e-06 2.275e-06 2.221e-06 -3.39e-09
 40 -1.998e-07 2.009e-07 2.009e-07 2.000e-07 -4.99e-11
 48 -1.794e-08 1.826e-08 1.825e-08 1.822e-08 +6.75e-12
 64 -1.079e-10 1.606e-10 1.606e-10 1.605e-10 +1.62e-13
N = 200: drift = -1.6e-13 nN, F1 = -5.96010181 nN
f = -0.03 aJ nm n^2: amp N=20 2.660e-05 nN, N=21 7.0e-13 nN
f = -0.001 aJ nm^2 n^3: amp N=21 5.751e-03 nN, N=31 1.2e-13 nN
equal wells 5.0 aJ, separation 0.25 nm, N = 21:
 centre on point 2.6e-14, midway 8.9e-15, quarter spacing 1.1152e-04 nN
3 SCF steps, N = 200: drift = -4.864125e-02 nN, formula -4.864125e-02 nN
```
